# From a Deprotonation Free-Energy Error to a pKa Error

## Problem

A calculation gives the standard free energy for removing a proton from an acid HA in solution,

\[
\mathrm{HA}\longrightarrow \mathrm{H^+}+\mathrm{A^-}.
\]

The result is too high by \(\delta=1\) kcal/mol. The temperature is 298 K.

1. Derive the relation between the standard free energy \(\Delta G^\circ\) and \(\mathrm{p}K_a\).
2. Find the size and sign of the \(\mathrm{p}K_a\) error. Does it depend on how strong the acid is?
3. By what factor is the acid constant wrong? Would a first-order estimate have been good enough?
4. A model acid in water has a true \(\Delta G^\circ\) of 6 kcal/mol and a total concentration of 0.05 mol/L. Find the error in its predicted pH.
5. The acid is the conjugate acid of a quencher in a photoresist. What does its \(\mathrm{p}K_a\) in water say about its acidity in the polymer film?

**Conventions.** Every solute has the standard concentration \(c^\circ=1\) mol/L. The symbol \(\mathrm{H^+}\) means the solvated proton, so its binding to water is part of its standard free energy. The solution is ideal and dilute unless stated otherwise. Energies are per mole, and 1 kcal is 4184 J.

## Hints

**Hint 1.** Divide the solution into \(M\) cells, each having the volume per molecule at concentration \(c^\circ\). In how many ways can \(N\) identical, independent molecules be placed in them?

**Hint 2.** At equilibrium, a small further amount of dissociation leaves the free energy unchanged to first order.

**Hint 3.** Write \(\mathrm{p}K_a\) once with the true free energy and once with the computed one. Subtract before inserting numbers.

**Hint 4.** For the pH, each dissociated molecule supplies one proton and one anion. The undissociated concentration is what remains.

**Hint 5.** An ion stores energy in its electric field. Compare this energy in a medium of high permittivity and in one of low permittivity.

## Full solution

### 1. From counting molecules to the acid constant

Take one solute species with \(N\) molecules in a volume \(V\). There are \(M=VN_Ac^\circ\) cells, where \(N_A\) is Avogadro's number. A cell is a unit of volume for counting, not a site that holds one molecule, so multiple occupancy is allowed. Let \(g\) be the free energy of one molecule confined to one cell, including its internal motion and solvation. In a dilute solution \(g\) does not depend on \(N\). The placements contribute \(M^N\), and division by \(N!\) removes the labels of identical molecules:

\[
Z=\frac{M^N}{N!}\,e^{-Ng/kT}.
\]

The free energy is

\[
F=-kT\ln Z=Ng-kTN\ln M+kT\ln N!.
\]

For large \(N\), \(\ln N!\approx N\ln N-N\), whose derivative is \(\ln N\). The chemical potential per molecule is therefore

\[
\left(\frac{\partial F}{\partial N}\right)_{T,V}
=g-kT\ln M+kT\ln N
=g+kT\ln\frac{N}{M}.
\]

Since \(N/M=c/c^\circ\), multiplication by \(N_A\) gives, per mole,

\[
\mu=\mu^\circ+RT\ln\frac{c}{c^\circ},
\qquad \mu^\circ=N_Ag .
\]

The same chemical potential is the derivative of the Gibbs energy \(G\) at fixed temperature and pressure. If a further \(d\xi\) moles of HA dissociate, then

\[
dG=\left(\mu_{\mathrm{H^+}}+\mu_{\mathrm{A^-}}-\mu_{\mathrm{HA}}\right)d\xi .
\]

At equilibrium the bracket is zero. Define
\(\Delta G^\circ=\mu^\circ_{\mathrm{H^+}}+\mu^\circ_{\mathrm{A^-}}-\mu^\circ_{\mathrm{HA}}\). Inserting the three chemical potentials and combining the logarithms gives

\[
0=\Delta G^\circ+RT\ln
\frac{[\mathrm{H^+}][\mathrm{A^-}]}{[\mathrm{HA}]\,c^\circ}.
\]

There are two concentrations above and one below, so one factor \(c^\circ\) remains and the argument has no unit. This argument is the acid constant:

\[
K_a=\frac{[\mathrm{H^+}][\mathrm{A^-}]}{[\mathrm{HA}]\,c^\circ}
=e^{-\Delta G^\circ/RT}.
\]

Finally, \(\log_{10}K_a=\ln K_a/\ln 10\), and therefore

\[
\mathrm{p}K_a=-\log_{10}K_a
=\frac{\Delta G^\circ}{RT\ln 10}.
\]

A larger cost of removing the proton means a larger \(\mathrm{p}K_a\) and a weaker acid.

### 2. The error in pKa

The computed free energy is \(\Delta G^\circ+\delta\). With the same temperature and standard state in both expressions,

\[
\Delta \mathrm{p}K_a
=\frac{\Delta G^\circ+\delta}{RT\ln10}
-\frac{\Delta G^\circ}{RT\ln10}
=\frac{\delta}{RT\ln10}.
\]

The true free energy has cancelled. Within this definition, the same \(\delta\) gives the same error for a strong acid and a weak one, and no assumption that \(\delta\) is small was needed.

The thermal energy per mole is

\[
RT=\frac{8.31446\times298}{4184}\ \text{kcal/mol}
=0.5922\ \text{kcal/mol}.
\]

Multiplication by \(\ln10=2.30259\) gives the energy worth one \(\mathrm{p}K_a\) unit, 1.3636 kcal/mol, or 0.0591 eV per molecule. Hence

\[
\Delta\mathrm{p}K_a=\frac{1}{1.3636}=0.733\approx0.73 .
\]

The sign is positive: the calculation makes the acid too weak. An error of \(-1\) kcal/mol would make it too strong by the same number of units.

The law can be tested without using the logarithmic chemical potential. Take a sample of \(N=100000\) acid molecules at 0.05 mol/L, of which \(n\) are dissociated. There are \(N-n\) neutral molecules, \(n\) protons and \(n\) anions, hence \(N+n\) particles to place. The weight of this composition is

\[
W(n)=\frac{M^{N+n}e^{-n\Delta G^\circ/RT}}{(N-n)!\,(n!)^2}.
\]

Summing over all \(n\) gives the mean number \(\langle n\rangle\), from which the acid constant is read as \(\langle n\rangle^2/[M(N-\langle n\rangle)]\). Raising \(\Delta G^\circ\) from 6 to 7 kcal/mol at 298 K changes the resulting \(\mathrm{p}K_a\) by 0.7335, against 0.7334 from the formula. For errors of \(-2\), \(+1\) and \(+2\) kcal/mol at 298 K and 383 K, the largest disagreement is \(3.4\times10^{-4}\) units.

A small disagreement is expected. The ratio of neighbouring weights gives

\[
n^2W(n)=K_aM(N-n+1)W(n-1).
\]

Summation over \(n\) then yields \(\langle n^2\rangle=K_aM(N-\langle n\rangle)\). The sample estimate uses \(\langle n\rangle^2\) instead of \(\langle n^2\rangle\), and the two differ by the variance of \(n\). This relative difference becomes small in a large sample.

### 3. The factor in the acid constant

The ratio of the two acid constants is

\[
\frac{K_{a,\mathrm{computed}}}{K_{a,\mathrm{true}}}
=e^{-\delta/RT}
=e^{-1/0.5922}
=\frac{1}{5.41}.
\]

The computed constant is too small by a factor of 5.41, a relative change of \(-0.815\). A first-order expansion, \(e^{-\delta/RT}\approx1-\delta/RT\), would give a change of \(-1.689\) and thus a negative acid constant. It fails because \(\delta\) is larger than \(RT\). The error is additive in \(\mathrm{p}K_a\) but multiplicative in \(K_a\).

### 4. What happens to the pH

The true and computed values are

\[
\mathrm{p}K_{a,\mathrm{true}}=\frac{6}{1.3636}=4.400,
\qquad
\mathrm{p}K_{a,\mathrm{computed}}=\frac{7}{1.3636}=5.134.
\]

They correspond to \(K_a=3.98\times10^{-5}\) and \(7.35\times10^{-6}\).

Let \(x=[\mathrm{H^+}]/c^\circ\), and let \(c\) now be the total acid concentration divided by \(c^\circ\). If water's own ions are neglected, charge balance gives \([\mathrm{A^-}]/c^\circ=x\). The undissociated part is \(c-x\), so

\[
K_a=\frac{x^2}{c-x}
\quad\Longrightarrow\quad
x^2+K_ax-K_ac=0.
\]

The positive root is

\[
x=\frac{-K_a+\sqrt{K_a^2+4K_ac}}{2}.
\]

With \(c=0.05\), the true constant gives \(x=1.391\times10^{-3}\), and the computed one gives \(x=6.03\times10^{-4}\). The pH values, here \(-\log_{10}x\), are 2.857 and 3.220. The pH error is 0.363, about half the \(\mathrm{p}K_a\) error.

To see why, take the logarithm of the equilibrium equation, \(\ln K_a=2\ln x-\ln(c-x)\), and differentiate at fixed \(c\):

\[
\frac{d\ln K_a}{d\ln x}
=2+\frac{x}{c-x}
=\frac{2c-x}{c-x}.
\]

Both \(\mathrm{p}K_a\) and pH are negative logarithms to base ten, so the inverse ratio is

\[
\frac{d\,\mathrm{pH}}{d\,\mathrm{p}K_a}
=\frac{c-x}{2c-x}
=\frac{1-\alpha}{2-\alpha},
\qquad \alpha=\frac{x}{c}.
\]

For weak dissociation, \(\alpha\to0\), the ratio tends to one half, as long as the acid still supplies far more protons than water does. For an extremely weak acid, water itself sets the pH and the ratio falls to zero. For nearly complete dissociation, \(\alpha\to1\), it tends to zero: almost every acid molecule has already released its proton. The pH of a strong acid is therefore a poor measure of the error in its computed \(\mathrm{p}K_a\).

Two neglected effects can be sized for the true solution. With a rough ionic product of \(10^{-14}\) for water, \([\mathrm{OH^-}]/[\mathrm{H^+}]\) is \(5.2\times10^{-9}\), so water's own dissociation is negligible.

The second effect is the attraction between each ion and the surrounding cloud of opposite charge. Let \(n_i=N_A[\mathrm{H^+}]\) be the number density of each ion type and \(\phi\) the potential. For \(e|\phi|\ll kT\), the linearized Boltzmann factors give the cloud charge density

\[
\rho=en_i\left(1-\frac{e\phi}{kT}\right)
-en_i\left(1+\frac{e\phi}{kT}\right)
=-\frac{2n_ie^2\phi}{kT}.
\]

Poisson's equation then becomes \((r\phi)''=\kappa^2r\phi\), with

\[
\kappa^2=\frac{2n_ie^2}{\varepsilon_0\varepsilon kT}
=8\pi l_Bn_i,
\qquad
l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon kT}.
\]

The decaying solution around a point charge \(q\) is \(\phi=qe^{-\kappa r}/(4\pi\varepsilon_0\varepsilon r)\). Subtracting the ion's own potential and letting \(r\to0\) leaves the cloud potential \(-q\kappa/(4\pi\varepsilon_0\varepsilon)\). Charging the ion from \(0\) to \(\pm e\) in this potential costs \(-e^2\kappa/(8\pi\varepsilon_0\varepsilon)\). Division by \(kT\) gives the logarithm of the activity coefficient, \(\ln\gamma=-l_B\kappa/2\).

For a relative permittivity of 78, \(l_B=0.719\) nm and \(1/\kappa=8.13\) nm. Thus \(\ln\gamma=-0.719/(2\times8.13)=-0.044\). Each ion concentration in the equilibrium expression is multiplied by \(\gamma\), so the constant formed from concentrations alone is \(K_a/\gamma^2\). Its negative logarithm is shifted by

\[
2\log_{10}\gamma=\frac{2\times(-0.044)}{2.303}=-0.038.
\]

This is small beside 0.73. It is a point-ion limiting value, since the condition \(e|\phi|\ll kT\) fails within about \(l_B\) of an ion. A distance of closest approach of 0.3 to 0.6 nm changes it only to between \(-0.038\) and \(-0.036\). With \(\gamma\) included in the equilibrium, the error in \(-\log_{10}x\) moves from 0.363 to 0.370, while the error in \(-\log_{10}(\gamma x)\) stays at 0.363. It alters the link between \(K_a\) and concentrations, not the link between \(\Delta G^\circ\) and \(K_a\).

### 5. From water to the resist film

In a chemically amplified resist, exposure releases a strong acid that catalyses a change in the polymer during a later bake. A quencher takes up part of this acid. If the quencher is a carboxylate, protonation turns it into a carboxylic acid. The model value \(\mathrm{p}K_a=4.4\) lies in the rough range of such acids in water, but the film is a different medium.

A continuum estimate shows how different. Treat an ion as a sphere of radius \(a\) carrying charge \(e\). Its field outside the sphere is \(E=e/(4\pi\varepsilon_0\varepsilon r^2)\), and the field energy is

\[
\begin{aligned}
U&=\int_a^\infty\frac{\varepsilon_0\varepsilon E^2}{2}\,4\pi r^2\,dr\\
&=\frac{e^2}{8\pi\varepsilon_0\varepsilon}
\int_a^\infty\frac{dr}{r^2}
=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}.
\end{aligned}
\]

Moving two separated ions from water into the film therefore costs, per mole,

\[
\Delta G_{\mathrm{transfer}}
=2N_A\frac{e^2}{8\pi\varepsilon_0a}
\left(\frac1{\varepsilon_{\mathrm{film}}}
-\frac1{\varepsilon_{\mathrm{water}}}\right).
\]

With \(a=0.3\) nm and relative permittivities of 4 and 78, this is about 26 kcal/mol, equivalent to \(26/1.3636\approx19\) units. The radius and the film permittivity are rough choices. The estimate also omits specific bonding to the ions and the change in solvation of neutral HA. These terms could change the shift considerably, so 19 units is not a prediction for a real film. For a neutral acid HA within the sphere model, however, the change of medium matters far more than the error of 0.73 units. The value in water should therefore not be used as an absolute acidity in the film. The size of the shift depends on the charge type. Many quenchers are amines, whose conjugate acid is a cation. In \(\mathrm{BH^+}\to\mathrm{B}+\mathrm{H^+}\) there is one cation on each side, so the sphere-model cost is a difference of two terms. It is zero for equal radii and about 2.4 units for radii of 0.4 nm (\(\mathrm{BH^+}\)) and 0.3 nm (\(\mathrm{H^+}\)). Specific solvation then decides the shift.

Nor would the ions be likely to remain free in such a medium. At a separation of \(2a\), their Coulomb attraction in the film is about 14 kcal/mol, which recovers about half the transfer cost. A bound pair is a different product from two free ions and needs its own equilibrium constant.

A comparison between two acids of the same charge type is less exposed to the medium. For the exchange \(\mathrm{HX}+\mathrm{A^-}\to\mathrm{X^-}+\mathrm{HA}\), subtraction of the two deprotonation reactions gives

\[
\log_{10}K_{\mathrm{ex}}
=\mathrm{p}K_a(\mathrm{HA})-\mathrm{p}K_a(\mathrm{HX}),
\]

and the error is

\[
\Delta\log_{10}K_{\mathrm{ex}}
=\frac{\delta_{\mathrm{HA}}-\delta_{\mathrm{HX}}}{RT\ln10}.
\]

An error shared by both acids cancels. There is also one anion on each side, so in the sphere model the transfer costs cancel if the two anions have equal radii. Unequal sizes, ion pairing or specific bonds spoil this cancellation. In the sphere model, anion radii of 0.30 and 0.33 nm already leave a shift of about 0.9 units at 298 K. No such cancellation occurs for an amine quencher: \(\mathrm{HX}+\mathrm{B}\to\mathrm{X^-}+\mathrm{BH^+}\) creates two ions from neutral molecules, and for free ions the sphere model lowers \(\log_{10}K_{\mathrm{ex}}\) by the full 19 units.

The conversion of \(\delta\) itself holds in either medium, provided that \(\Delta G^\circ\) and \(K_a\) describe the same reaction there. It needs changing if \(\mathrm{p}K_a\) is obtained from a fitted line, \(\mathrm{p}K_a=s\,\Delta G^\circ+b\). With \(s\) and \(b\) held fixed, the error is then \(s\delta\), not \(\delta/(RT\ln10)\).

## Variation 1: the same error at bake temperature

**Question.** What is the \(\mathrm{p}K_a\) error at a rough bake temperature of 383 K? First keep \(\delta=1\) kcal/mol. Then suppose that \(\delta\) has this value at 298 K but contains an entropy error of 3 cal/(mol K), of either sign.

**Solution.** The energy per unit is proportional to \(T\), so for fixed \(\delta\)

\[
\Delta\mathrm{p}K_a(383\ \mathrm K)
=0.7334\times\frac{298}{383}=0.571.
\]

The free-energy error is no smaller; each unit now represents more energy.

For the second part, write \(\delta(T)=\delta_H-T\delta_S\), with the enthalpy error \(\delta_H\) and entropy error \(\delta_S\) independent of temperature. Subtraction removes \(\delta_H\):

\[
\delta(383\ \mathrm K)-\delta(298\ \mathrm K)
=-(383-298)\,\delta_S .
\]

Its size is \(85\times0.003=0.255\) kcal/mol, or 0.146 units at 383 K. One unit at 383 K is worth \(1.3636\times383/298=1.7525\) kcal/mol. A positive \(\delta_S\) therefore lowers the error to \((1-0.255)/1.7525=0.425\) units; a negative one raises it to \((1+0.255)/1.7525=0.716\) units. An error known at room temperature therefore does not fix the error at the bake unless its entropy part is known.

## Variation 2: a missing change of standard state

**Question.** The free energy in solution is built from a gas-phase deprotonation energy at 1 bar and solvation free energies that start from a gas at 1 mol/L. The change between the two gas standards is forgotten. What is the resulting \(\mathrm{p}K_a\) error at 298 K?

**Solution.** At 1 bar, an ideal gas has a molar volume of 24.777 L/mol. At 1 mol/L it has 1 L/mol. In a reversible isothermal compression, the Helmholtz energy rises by the work done on the gas:

\[
w=\int_{1}^{24.777}\frac{RT}{v}\,dv
=RT\ln24.777
=1.901\ \text{kcal/mol}.
\]

Here \(v\) is the molar volume in L/mol. The product \(pv=RT\) is the same at both ends, so the Gibbs energy changes by the same amount.

Each of the two products needs this correction, and so does the one reactant. The net correction to the reaction is therefore \(2w-w=+w\). Omitting it makes the free energy too low, so \(\delta=-w\), and

\[
\Delta\mathrm{p}K_a
=-\frac{RT\ln24.777}{RT\ln10}
=-\log_{10}24.777
=-1.394 .
\]

The acid is predicted too strong by about 1.4 units. If this omission were combined with the original error of \(+1\) kcal/mol, the total would be \(\delta=1-1.901=-0.901\) kcal/mol, or \(-0.66\) units. The conversion applies to the signed sum of all errors in the cycle. A small total can hide larger parts that cancel.

The main values are collected in the numerical output below.

## Computed values

```
INPUTS
Temperature: 298 K
Free-energy error: 1.0 kcal/mol
True model deprotonation free energy: 6.0 kcal/mol
Acid concentration: 0.05 mol/L
CONVERSION
One kcal: 4184 J
Gas constant: 8.31446 J/(mol K)
ln 10: 2.30259 (no unit)
RT: 0.5922 kcal/mol
Energy per pKa unit, RT ln 10: 1.3636 kcal/mol
Same energy: 0.0591 eV
pKa error from formula: 0.7334 pKa units
pKa error from counting: 0.7335 pKa units
Largest deviation in all counting tests: 3.4e-04 pKa units
Factor by which Ka is too small: 5.412 (no unit)
First-order relative change of Ka: -1.689 (no unit)
Actual relative change of Ka: -0.815 (no unit)
WEAK ACID EXAMPLE
True and computed pKa: 4.400, 5.134 (no unit)
True and computed Ka: 3.979e-05, 7.352e-06 (no unit)
True and computed [H+]: 1.391e-03, 6.026e-04 mol/L
True and computed pH: 2.857, 3.220 (no unit)
pH error: 0.363 pH units
GAS STANDARD STATE
Gas molar volume at 1 bar: 24.777 L/mol
Compression term to 1 mol/L: 1.901 kcal/mol
pKa shortfall if omitted: 1.394 pKa units
LIMITS
Bake temperature: 383 K
pKa error at bake, same delta: 0.571 pKa units
Assumed entropy error: 3.0 cal/(mol K)
Resulting size of change in delta: 0.255 kcal/mol
Its size at bake: 0.146 pKa units
Relative permittivity, water and film: 78, 4
Bjerrum length in water: 0.719 nm
Screening length in water: 8.13 nm
Screening shift of concentration pKa: -0.038 pKa units
Rough ionic product of water: 1.0e-14 (no unit)
[OH-]/[H+] in true solution: 5.2e-09 (no unit)
Ion radius: 0.3 nm
Water-to-film cost, two free ions: 26.3 kcal/mol
That cost at room temperature: 19.3 pKa units
Contact-pair attraction in film: 13.8 kcal/mol
```
